Origin independence of the L⁻³ term in the Makov-Payne expansion, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The moments of an ion and the choice of origin

Q: I put a molecular ion in a cubic supercell and want its energy in free space. The Makov-Payne expansion in the cell edge L has an L⁻³ term built from the second moment of the charge. That moment depends on where I put the origin, and an energy cannot. Something must be wrong.

A: The second moment alone cannot be the whole coefficient, for the reason you give. The dipole moment also depends on the origin when the system is charged, and the two have to be considered together. To see how, we need definitions. Let ρ(r) be the total charge density of the isolated ion, with nuclei counted positive and electrons negative. It is localized, which here means that it falls off fast enough for the following integrals over all space to exist:

q = ∫ ρ(r) d³r

p = ∫ ρ(r) r d³r

Q = ∫ ρ(r) r² d³r

I use Hartree atomic units, so charge is measured in units of e and length in bohr.

Q: Is Q the quadrupole moment?

A: No. About the centre of a spherical ion the traceless quadrupole vanishes, whereas Q in general does not. Q is a single number, the sum of the three diagonal second moments:

Q = Q_xx + Q_yy + Q_zz, with Q_ii = ∫ ρ(r) r_i² d³r

It measures how far the charge extends from the origin, weighted with its sign.

Q: Then move the origin and show me what happens.

A: Put the new origin at the point a. A charge that was at r now has the position vector r − a. Nothing physical has moved; the labels have changed. The charge is the same, q_a = q. The dipole becomes

p_a = ∫ ρ(r) (r − a) d³r = p − q a

because a is constant and ∫ρ = q. For the second moment we expand the square, |r − a|² = r² − 2 a·r + a², and integrate term by term:

Q_a = ∫ ρ(r) (r² − 2 a·r + a²) d³r = Q − 2 a·p + q a²

So both moments change, and Q changes quadratically in the displacement.

Q: That confirms my complaint. Where is the cure?

A: Compare two quantities of the same dimension, charge squared times length squared. The first is the product of charge and second moment:

qQ_a = qQ − 2q a·p + q² a²

The second is the square of the dipole:

p_a² = (p − q a)·(p − q a) = p² − 2q a·p + q² a²

The two changes are identical. On subtraction they cancel:

qQ_a − p_a² = qQ − p²

This holds for every a, large or small, and for every localized density, because nothing about the shape of ρ was used.

Q: Could some other mixture do as well, say qQ minus half of p²?

A: Take qQ − λp² with a number λ. From the two lines above, its change under the shift is

(1 − λ)(−2q a·p + q² a²)

For q ≠ 0 the second bracket is not zero for every a, since its quadratic part grows with a². Hence λ = 1 is the one value that works. For q = 0 the bracket vanishes identically and the question of λ does not arise at this level; the energy itself has to decide the coefficient of p² then.

Q: The cancellation looks like luck. I would like a reason that does not require me to do the algebra.

A: The reason is that the combination can be written with relative positions alone. Consider the sum over all pairs of charge elements, each weighted with the squared distance:

D = ½ ∬ ρ(r) ρ(s) |r − s|² d³r d³s

The factor ½ is there because the double integral counts each pair twice. Expand |r − s|² = r² + s² − 2 r·s and take the three pieces in turn. The first is

∬ ρ(r) ρ(s) r² d³r d³s = (∫ ρ(r) r² d³r)(∫ ρ(s) d³s) = Qq

The second, with s² in place of r², is also qQ. The third is

−2 ∬ ρ(r) ρ(s) r·s d³r d³s = −2 p·p

Adding and halving gives

D = ½ (qQ + qQ − 2p²) = qQ − p²

Under a change of origin, r − s becomes (r − a) − (s − a) = r − s. The integrand never notices the shift. An electrostatic energy is also a sum over pairs that depends on relative positions, so D is the kind of quantity that can appear in it.

Q: A sum of squared distances cannot be negative. Is D therefore positive?

A: It would be if ρ had one sign. The total density of an ion has both. For point charges q_i at mutual distances d_ij, the double integral becomes

D = Σ_{i<j} q_i q_j d_ij²

and pairs of opposite sign contribute negatively. A charge +1 and a charge −1 at distance d give D = −d². This agrees with qQ − p², since here q = 0 and p² = d².

Q: What sign should I expect for a simple ion?

A: Take an atomic ion with a nucleus of charge Z and N electrons in a spherical density. Let ⟨r²⟩ be the mean squared distance of an electron from the nucleus. With the origin at the nucleus the dipole vanishes by symmetry, the nucleus contributes nothing to Q, and

q = Z − N, Q = −N⟨r²⟩, D = −(Z − N) N⟨r²⟩

For a cation with at least one electron D is negative, and for an anion it is positive. For a bare nucleus, N = 0, it vanishes: a single point charge has no pair of elements at a finite distance. For molecules the sign of q does not settle the matter, because the positions of the nuclei enter as well. Two bare protons at a finite distance have q = 2 and D > 0.

Q: An atom has an obvious centre. What do I use for a molecular ion without symmetry?

A: You can ask for the origin at which the dipole vanishes. Setting p_a = p − q a = 0 gives, for q ≠ 0, one point:

R_c = p/q

This is the centre of charge. The second moment about it follows from the shift formula with a = p/q:

Q_c = Q − 2 (p/q)·p + q (p²/q²) = Q − 2p²/q + p²/q = Q − p²/q

Multiplication by q gives

qQ_c = qQ − p²

So at the centre of charge a single product contains the whole combination. The dipole has not been neglected. Its effect has been absorbed in the value of Q_c.

Q: And if I use Q about another point and forget the dipole?

A: Then you make an error that we can write down. Start from the centre of charge, where the dipole is zero, and shift to a point at distance d from it. The shift formula gives Q_a = Q_c + q d², and therefore

qQ_a − qQ_c = q² d²

The same number is p_a², since the dipole about that point has magnitude |q| d. The error in the combination is never negative, whatever the sign of the ion, and it grows as the square of the distance from the centre of charge.

Q: Is the centre of charge somewhere inside the molecule, like the centre of mass?

A: It need not be. The centre of mass is an average with positive weights, and such an average lies within the region spanned by the masses. Here the weights have both signs. If q is small while p is not, R_c = p/q lies far away.

Q: Then the method breaks down as q goes to zero.

A: The point R_c runs off to infinity and Q_c = Q − p²/q diverges, but the product stays finite:

qQ_c = qQ − p² → −p² as q → 0 with Q and p fixed

For q = 0 itself there is no centre of charge. The shift formula then reads p_a = p, so the dipole is independent of the origin and cannot be removed by any choice. The combination is −p². A neutral polar molecule must be treated with its dipole.

Q: I would like to see numbers for something without symmetry.

A: Take a model ion made of three Gaussian charges. Gaussian i has charge q_i, centre R_i and width σ_i:

ρ_i(r) = q_i (2πσ_i²)^(−3/2) exp(−|r − R_i|²/(2σ_i²))

The parameters are round numbers, with lengths in bohr:

q_1 = 2.0, R_1 = (0, 0, 0), σ_1 = 0.8
q_2 = −1.5, R_2 = (1.2, 0.4, 0), σ_2 = 1.0
q_3 = 0.5, R_3 = (−0.3, 0.9, 1.1), σ_3 = 0.9

The total charge is q = 2.0 − 1.5 + 0.5 = 1.0. Each Gaussian is symmetric about its centre, so it contributes q_i R_i to the dipole:

p = −1.5 (1.2, 0.4, 0) + 0.5 (−0.3, 0.9, 1.1) = (−1.95, −0.15, 0.55)

p² = 3.8025 + 0.0225 + 0.3025 = 4.1275

For the second moment, write r = R_i + u. Then r² = R_i² + 2R_i·u + u². The middle term averages to zero, and each of the three components of u has the mean square σ_i². Gaussian i therefore contributes q_i (R_i² + 3σ_i²):

Q = 2.0 (0 + 1.92) − 1.5 (1.60 + 3.00) + 0.5 (2.11 + 2.43) = 3.84 − 6.90 + 2.27 = −0.79

The combination is

qQ − p² = −0.79 − 4.1275 = −4.9175

in units of e² bohr².

Q: Now move the origin by something substantial.

A: Let a = (3, −2, 1) bohr. The dipole is p − a = (−4.95, 1.85, −0.45), because q = 1, and its square is 28.1275. For the second moment we need

a·p = −5.85 + 0.30 + 0.55 = −5.00, a² = 9 + 4 + 1 = 14

Q_a = −0.79 + 10.00 + 14.00 = 23.21

The second moment has even changed its sign. The combination is 23.21 − 28.1275 = −4.9175, as before. At the centre of charge, R_c = (−1.95, −0.15, 0.55) bohr, the second moment is −0.79 − 4.1275 = −4.9175 e bohr², and the dipole is zero. This point lies to the left of all three Gaussian centres along x, so the model also illustrates that the centre of charge may be outside.

The moments about these three origins were also obtained by numerical integration of the density over space. They agree with the shift formulas, which is a test of the formulas and not a repetition of them.

Q: A model can be arranged to behave. What about a real ion?

A: Consider the hydroxide ion OH⁻ in the restricted Hartree-Fock approximation with the aug-cc-pVDZ basis. The bond length is set to 1.80 bohr; it is a chosen value, not an optimized one. Hartree-Fock leaves out electron correlation and the basis is finite, so the moments are those of this level of theory. The digits given below serve to show the invariance and are not converged values. The combination qQ − p², which is 20.28 in this basis, becomes 20.31 with aug-cc-pVTZ and 20.36 with aug-cc-pVQZ, and the dipole about oxygen goes from 0.409 to 0.39. A CCSD density in aug-cc-pVDZ gives about 22.0 and 0.35. The invariance does not depend on the quality of the density.

Let z point from O to H. About the oxygen nucleus the calculation gives p_z = 0.409 e bohr and Q = −20.445 e bohr². With q = −1,

qQ − p² = 20.445 − 0.409² = 20.445 − 0.167 = 20.278

About the hydrogen nucleus p_z = 2.209 e bohr and Q = −25.157 e bohr², so that

qQ − p² = 25.157 − 2.209² = 25.157 − 4.880 = 20.277

The difference in the last digit comes from the rounding of the entries; the unrounded values both give 20.278. The centre of charge is at

z_c = p_z/q = 0.409/(−1) = −0.409 bohr

which is beyond the oxygen nucleus, on the side away from hydrogen. There Q_c = −20.278 e bohr², and the product qQ_c is again 20.278 e² bohr².

Q: Those three values all come from the same integrals with shifted operators. Has the pair formula been checked on this ion?

A: Yes. The density was represented by weighted points of a molecular integration grid together with the two nuclei, and D was summed over all pairs with their squared distances. No origin enters that sum. It gives 20.278 e² bohr², and the test requires agreement to two parts in a thousand, which allows for the quadrature error of the grid.

Q: I accept that qQ − p² is a property of the ion and not of my coordinates. You have not shown that it is what the supercell energy contains.

A: No, and invariance cannot show it. Any multiple of qQ − p², with either sign, would be equally invariant. The coefficient has to come from the electrostatics of the periodic cell.

## Part 2. The energy of the periodic cell

From Part 1 we keep the total charge density ρ of the isolated ion, its charge q, dipole p and scalar second moment Q, and the origin-independent combination

D = qQ − p² = ½ ∬ ρ(r) ρ(s) |r − s|² d³r d³s

For q ≠ 0 the centre of charge is R_c = p/q, and the second moment Q_c about it obeys qQ_c = D. The model ion of three Gaussians has q = 1, Q = −0.79 and p² = 4.1275 about its first origin, and D = −4.9175. The hydroxide ion has q = −1 and D = 20.278. Hartree atomic units are used throughout.

Q: Before you expand the energy, tell me what it is. A periodic array of ions has infinite energy.

A: It would without compensation. We repeat ρ on a simple cubic lattice of edge L and add a uniform background of density −q/L³, so that each cell is neutral. Let ψ(r) be the periodic potential of unit point charges on the lattice with their own background:

∇²ψ = −4π [Σ_R δ(r − R) − 1/L³]

where R runs over the lattice vectors. This fixes ψ up to a constant, and we choose its average over the cell to be zero. The potential of the repeated ion is then

φ(r) = ∫ ψ(r − s) ρ(s) d³s

which also averages to zero. The energy per cell is half the integral of charge times potential. The background contributes its constant density times the integral of φ over the cell, which is zero. What remains is

E_per = ½ ∬ ρ(r) ρ(s) ψ(r − s) d³r d³s

Here the integrals run over the whole isolated density. This is allowed because φ is periodic, so a tail that reaches into the next cell sees the same potential as its copy in the first.

Q: Does the result depend on the choice of zero average?

A: The total energy with the background included does not. A constant added to φ multiplies the total charge of the cell, which is zero. The choice makes the background term vanish, so that the energy can be written with ρ alone.

Q: And the energy you want to recover?

A: The electrostatic energy of the same density in free space:

E_iso = ½ ∬ ρ(r) ρ(s) / |r − s| d³r d³s

For point nuclei both energies contain infinite self-energies. These are identical and drop out of the difference, which depends on

v(r) = ψ(r) − 1/r

E_per − E_iso = ½ ∬ ρ(r) ρ(s) v(r − s) d³r d³s

The function v is the potential of all the images and the background, without the central charge.

Q: Now I expect an Ewald sum and a page of lattice constants.

A: For the L⁻³ term symmetry and Poisson's equation are enough. Since ∇²(1/r) = −4πδ(r), subtracting 1/r removes the central delta function. Within a distance L of the origin there is no other lattice point, so

∇²v = 4π/L³ for r < L

and v is smooth there. Expand it about r = 0:

v(r) = v(0) + Σ_i b_i r_i + ½ Σ_ij K_ij r_i r_j + …

The lattice is unchanged by inversion, so v(−r) = v(r) and all odd terms vanish, including b_i. Reflection of x alone changes the sign of xy, so K_xy = 0, and likewise for the other mixed terms. Exchange of two axes also leaves the cubic lattice unchanged, so K_xx = K_yy = K_zz = K. The Laplacian at the origin is the sum of the three curvatures:

3K = 4π/L³, hence K = 4π/(3L³)

The quadratic part of v is therefore

½ K r² = 2πr²/(3L³)

Q: Why is it positive?

A: The charge whose images we consider is +1, so its background is negative. A negative charge density gives the potential a positive Laplacian. The image charges lie outside the region and contribute nothing to the Laplacian there. In a cubic lattice the Laplacian determines the whole quadratic term, so its size is set by the density of the background.

We have shown that qQ − p² is independent of the origin, and that the potential of the images and the background has the quadratic part 2πr²/(3L³) in a cubic cell. It remains to find the constant and the order of the next term, insert the expansion into the energy, and test the result.
